One Quartet and Two Doublets from Three Open Shells: Lithium 1s2s2p

**1. Three energies from one set of orbitals**

Put the three electrons of a lithium atom into one 1s, one 2s and one 2p orbital, and keep these orbitals fixed. The Hamiltonian contains no spin, yet the spin states fall at three energies: −145.81, −144.15 and −141.50 eV. The lowest is a quartet and the other two are doublets, 2.65 eV apart. The largest exchange integral, between 2s and 2p, is 1.85 eV. Two electrons in 2s and 2p alone would have a singlet and a triplet separated by twice that, 3.70 eV. Why does the 1s electron reduce the separation by more than 1 eV, and what places the quartet 1.66 eV below the lower doublet?

**2. The model**

Let φ1, φ2, φ3 be real, orthonormal orbitals, each holding one electron. In atomic units the Hamiltonian is

H = Σ_i h(i) + Σ_(i<j) 1/r_ij,

where h is the kinetic energy plus the attraction of a fixed nucleus. Two-electron integrals are written as

(ij|kl) = ∫∫ φi(r)φj(r) (1/|r−r′|) φk(r′)φl(r′) d³r d³r′.

The Coulomb and exchange integrals are J_ij = (ii|jj) and K_ij = (ij|ij). An exchange integral is the Coulomb interaction between two copies of the density ρ = φiφj. In Fourier space this is

K_ij = (2π)⁻³ ∫ (4π/k²) |ρ(k)|² d³k ≥ 0.

Finally, let

Q = h_11 + h_22 + h_33 + J_12 + J_13 + J_23.

Q contains no exchange. Each electron may have spin up or down, which gives 2³ = 8 determinants. We diagonalise H among these eight. The result is exact within this configuration; for the atom it is an approximation, whose faults are examined in parts 9 and 10.

**3. The Hamiltonian as spin exchanges**

Write every determinant with its orbitals in the order 1, 2, 3, so that it is labelled by its spins σ = (σ1, σ2, σ3). Because H treats all electrons alike, the antisymmetriser need act on one side only:

⟨σ′|H|σ⟩ = Σ_π sgn(π) ⟨φ1σ1′ φ2σ2′ φ3σ3′ | H | π(φ1σ1 φ2σ2 φ3σ3)⟩.

The normalisation factors 1/√6 on each side have cancelled against six equal terms. There are three kinds of permutation.

- The identity leaves each orbital in place. The spatial part is Q, and the spins must agree.
- A transposition of i and j has sign −1 and leaves two electrons in mismatched orbitals. A one-electron operator can act on only one of them, so orthogonality removes its contribution. Of the repulsions, only 1/r_ij acts on both, and it gives K_ij. The spins of i and j appear exchanged.
- A cyclic permutation mismatches all three electrons. No one- or two-electron operator can repair this, so the contribution is zero.

Therefore

H = Q − K12 P12 − K13 P13 − K23 P23,

where P_ij exchanges the spins in orbitals i and j. Equivalently,

P_ij = ½ + 2 s_i·s_j.

To verify this, note that s_i·s_j is ¼ in a triplet and −¾ in a singlet. The right side is then +1 and −1, as an exchange of spins requires. The spin dependence thus comes from antisymmetry and Coulomb repulsion, not from a magnetic force.

**4. The three-by-three matrix**

H commutes with total spin, so every multiplet can be found among states with M_S = ½. These have one spin down:

|a⟩ = |↓↑↑⟩, |b⟩ = |↑↓↑⟩, |c⟩ = |↑↑↓⟩.

P12 exchanges a with b and leaves c alone; P13 exchanges a with c and leaves b alone; P23 exchanges b with c and leaves a alone. The matrix M = H − Q is therefore

row a: −K23, −K12, −K13
row b: −K12, −K13, −K23
row c: −K13, −K23, −K12.

Each row sums to −Σ, with Σ = K12 + K13 + K23. Hence (|a⟩ + |b⟩ + |c⟩)/√3 is an eigenvector with eigenvalue −Σ. It is the state obtained by lowering |↑↑↑⟩, so it belongs to the quartet:

E(quartet) = Q − (K12 + K13 + K23).

The two orthogonal states are doublets. Counting all M_S values gives 4 + 2 + 2 = 8 states, as required.

The trace of M is also −Σ. The quartet uses up all of it, so the doublet eigenvalues add to zero; call them −R and +R. To find R, take the trace of M². For a real symmetric matrix this is the sum of the squares of all entries, and each K occurs three times:

Σ² + 2R² = 3(K12² + K13² + K23²).

Since Σ² = K12² + K13² + K23² + 2(K12K13 + K12K23 + K13K23), subtraction and division by 2 give

R² = K12² + K13² + K23² − K12K13 − K12K23 − K13K23.

Collecting squares of differences,

R² = ½[(K12−K13)² + (K13−K23)² + (K12−K23)²],
E(doublets) = Q ± R.

This is a root of the London type. It depends on differences of exchange integrals: adding the same amount to all three lowers the quartet but leaves the doublets where they are, at fixed Q. The formulas were tested against direct diagonalisation of the determinant matrix, both for random integrals and for lithium.

**5. Coupling two shells first**

The root becomes easier to read if the spins in orbitals 2 and 3 are coupled first. The doublet built on their singlet is

|s⟩ = (|c⟩ − |b⟩)/√2.

The doublet built on their triplet must be orthogonal both to |s⟩ and to the quartet state:

|t⟩ = (2|a⟩ − |b⟩ − |c⟩)/√6.

Subtracting column b of M from column c gives

√2 M|s⟩ = (K12−K13, K13−K23, K23−K12).

Projection on |s⟩ gives the diagonal element

a = ½[(K23−K12) − (K13−K23)] = K23 − ½(K12+K13),

and projection on |t⟩ gives the coupling

b = (1/√12)[2(K12−K13) − (K13−K23) − (K23−K12)]
  = (√3/2)(K12−K13).

The doublet block has zero trace, so its other diagonal element is −a. In the order s, t the block is

H = Q + [[a, b], [b, −a]], R² = a² + b².

Here a and b are numbers, not the state labels of part 4. The singlet and triplet of shells 2 and 3 are mixed only if shell 1 has different exchange with each of them.

The square of the traceless block is R² times the unit matrix. For R > 0 the projector on the lower doublet is therefore ½(1 − M/R), with M restricted to the doublets. Its t,t element is the triplet-parent weight:

w_t = ½(1 + a/R).

**6. Order of levels and limiting cases**

From the expressions for Σ² and R²,

Σ² − R² = 3(K12K13 + K12K23 + K13K23) ≥ 0.

In this model the quartet therefore never lies above the lower doublet. The gap between them is Σ − R. Three cases show what the formula contains.

*One pair only.* If K12 = K13 = 0, then R = K23. The upper doublet contains the singlet pair, at Q + K23. The quartet and the lower doublet both contain the triplet pair, at Q − K23, and coincide because the spin in shell 1 is free to point either way at no cost.

*Equal coupling to the first shell.* If K12 = K13 = K and K23 > K, then b = 0 and R = K23 − K. The parents are pure. The doublets are separated by 2(K23 − K), and the quartet lies

(K23 + 2K) − (K23 − K) = 3K

below the lower doublet. When K is much smaller than K23, the outer pair sets most of the doublet separation, while exchange with the first shell opens the quartet gap.

*All equal.* If all three integrals are K, then R = 0. The doublets coincide and the quartet lies 3K below them. No pair is singled out, so no parent coupling is preferred.

**7. Lithium: angular momentum and orbitals**

Take 1 = 1s, 2 = 2s, 3 = 2p. With one p electron and two s electrons the total orbital angular momentum is L = 1, so the terms are ⁴P and two ²P, all of odd parity. The configuration has 3 × 8 = 24 states, since the p orbital may be p_x, p_y or p_z. Reflections forbid matrix elements between different components: p_x changes sign under x → −x, while p_y and p_z do not. Rotations make the three blocks equal. The levels must then be 12-, 6- and 6-fold degenerate, which diagonalisation of all 24 states confirms.

The exchange integrals reduce to radial integrals

G^k(A,B) = ∫∫ R_A(r)R_B(r) (r_<^k / r_>^(k+1)) R_A(r′)R_B(r′) r²r′² dr dr′,

where r_< and r_> are the smaller and larger of r and r′. In the multipole expansion of 1/|r−r′|, order k carries the angular factor 4π/(2k+1). The product of two s orbitals has only k = 0, hence K(1s,2s) = G⁰(1s,2s). The product of an s and a p orbital has only k = 1. The constant s harmonic 1/√(4π) enters once on each side, so the factor is

(4π/3) × (1/√(4π))² = 1/3,

and K(ns,2p) = G¹(ns,2p)/3.

The orbitals come from a nonrelativistic Hartree-Fock calculation for the quartet, in a basis of s and p Gaussians. All three terms use these same orbitals. They must be specified more closely than the quartet itself requires: its determinant with all spins up does not change when 1s and 2s are rotated into each other. We choose the canonical orbitals, which diagonalise the quartet Fock operator.

Their mean radii are 0.27 Å for 1s, 1.48 Å for 2s and 1.49 Å for 2p. As a check of the basis, consider a uniform change of length scale. It turns the energy into η²T + ηV, where T and V are the kinetic and potential energies. At a minimum with η = 1 this requires 2T + V = 0, or −V/T = 2. The calculation gives 2.000003. This tests the freedom of scale; it says nothing about missing correlation.

**8. Reading the splittings**

The three exchange integrals are

K12 = K(1s,2s) = 0.7594 eV
K13 = K(1s,2p) = 1.1214/3 = 0.3738 eV
K23 = K(2s,2p) = 5.5470/3 = 1.8490 eV.

The radii suggest why K23 is largest: 2s and 2p occupy similar regions, whereas 1s is much more compact. The integrals also depend on the shapes and nodes of the orbitals, so the radii alone do not prove this.

The sum is Σ = 2.9822 eV. The root follows from the differences:

R² = ½[(0.3856)² + (−1.4752)² + (−1.0896)²] = 1.756 eV²,
R = 1.3252 eV.

With Q = −142.825 eV,

E(⁴P) = −142.825 − 2.982 = −145.807 eV
E(lower ²P) = −142.825 − 1.325 = −144.150 eV
E(upper ²P) = −142.825 + 1.325 = −141.500 eV.

The quartet lies 1.657 eV (0.0609 hartree) below the lower doublet, and the doublets are 2.650 eV (0.0974 hartree) apart. The digits serve to follow the arithmetic and describe the model, not the atom. With correlation included (full configuration interaction in a small s, p, d basis, continuum not treated), both gaps come out near 1.5 eV: the model's quartet gap is about 0.14 eV too large and its doublet separation about 1.1 eV too large.

The parent basis answers the opening question. Here

a = 1.8490 − ½(0.7594 + 0.3738) = 1.2824 eV,
|b| = (√3/2)(0.3856) = 0.3339 eV.

Without the 1s electron's exchange the separation would be 2K23 = 3.698 eV. Its average effect subtracts K12 + K13 = 1.133 eV, leaving 2a = 2.565 eV. Parent mixing then pushes the doublets apart by 2(R − a) = 0.086 eV, which gives 2.650 eV.

The quartet gap can be divided in the same way. Since Σ − a = (3/2)(K12+K13),

Σ − R = (3/2)(K12+K13) − (R−a)
      = 1.700 − 0.043 = 1.657 eV.

It is mainly the cost of turning the 1s spin against an outer triplet. The weight

w_t = ½(1 + 1.2824/1.3252) = 0.984

shows that, in these canonical orbitals, the lower doublet is almost entirely of triplet-parent character, with 1.6 % singlet parent. The weight depends on the orbital choice: the 0.05 rad rotation of part 10 lowers it to 0.89.

**9. Another configuration with the same symmetry**

The configuration 1s²2p is also an odd ²P. It lies far below 1s2s2p and is coupled to both doublets. The quartet cannot couple to it: two electrons in one orbital form a singlet, so 1s²2p has total spin ½. The same holds for 2s²2p.

In the frozen orbitals, the couplings of the lower and upper doublets to 1s²2p have magnitudes V_l = 5.568 eV and V_u = 3.602 eV. Let c_0, c_l and c_u be the amplitudes of 1s²2p and the two doublets, and E_0, E_l and E_u their unmixed energies. The eigenvalue equations are

(E−E_l)c_l = V_l c_0,
(E−E_u)c_u = V_u c_0,
(E−E_0)c_0 = V_l c_l + V_u c_u.

Signs of the couplings may be absorbed into the states. Eliminating c_l and c_u gives

E − E_0 = V_l²/(E−E_l) + V_u²/(E−E_u).

Diagonalisation with 1s²2p raises the lower doublet by 0.533 eV. At that energy the right side is

31.00/0.5325 − 12.97/2.1178 = 52.1 eV,

so E_0 is about −195.7 eV. The upper doublet, raised by 0.295 eV, leads to the same E_0. The shifts are upward because the added configuration lies below. They are appreciable despite the 52 eV distance because the couplings are several eV.

Including 2s²2p as well changes little: the total shifts are +0.531 and +0.293 eV. The doublet separation falls from 2.650 to 2.412 eV, while the quartet does not move. Within this three-orbital space each doublet keeps more than 99 % of its weight in 1s2s2p; configurations built from further orbitals take more, above all from the upper doublet. A nearly pure state can therefore still have an energy error that matters on the scale of the splittings.

These shifts are diagnostics, not final corrections. The Hartree-Fock energy of Li⁺ 1s² is −196.91 eV, below the E_0 just found. A bound 1s²2p atom must lie below that threshold, so the frozen quartet orbitals describe this configuration poorly.

**10. The choice of orbitals matters for the doublets**

Rotate 1s and 2s into each other by 0.05 rad. The quartet energy stays fixed, but the single-configuration doublets rise by 0.66 and 0.43 eV.

The reason can be seen to first order in the angle θ. Let φ1 change by θφ2 and φ2 by −θφ1. The part of a doublet in which 1s and 2s form a singlet has the spatial factor (φ1φ2 + φ2φ1)/√2, and this changes by

√2 θ (φ2φ2 − φ1φ1).

The triplet part is antisymmetric in space and does not change. The rotation thus admixes 2s²2p and 1s²2p. If A is the singlet amplitude, the first-order energy change has magnitude

|ΔE| = 2√2 |A θ (V_22 − V_11)|,

where V_11 and V_22 are the couplings to 1s²2p and 2s²2p. The doublet energy is not stationary unless this vanishes, and here V_11 is much larger than V_22. At 0.05 rad this first-order term gives 0.66 eV for the lower doublet, nearly the whole change, but only 0.27 of the 0.43 eV for the upper one; the rest is of higher order in θ. The close agreement for the lower doublet is partly a cancellation: its second-order term, +0.04 eV, is offset by higher orders. The sign of the first-order term depends on the sense of rotation and the orbital phases, so the rise found here is not a general rule: rotating by 0.05 rad in the opposite sense lowers the doublets by 0.59 and 0.18 eV.

When both added configurations are included, the energies in the complete three-orbital space are unchanged by the rotation, as the numerical test confirms. The ambiguity belongs to the single-configuration description. For given orbitals the London-type root is exact within the single configuration, but it does not choose the orbitals.

**11. Position above the ionisation threshold**

Relative to the Hartree-Fock energy of Li⁺ 1s², the quartet lies at 51.1 eV and the unmixed doublets at 52.8 and 55.4 eV. All three therefore have enough energy to leave Li⁺ in 1s² and eject an electron.

For the doublets this decay is allowed by spin, parity and orbital angular momentum: 1s² with an outgoing p electron is also an odd ²P. The Coulomb interaction can then drive autoionisation. For the quartet it cannot, since a 1s² singlet and one electron have total spin ½. That channel needs a spin-dependent interaction, which this Hamiltonian omits.

A quantitative treatment of the doublets would have to include the continuum, which can shift and broaden them. Correlation outside the three orbitals, separate relaxation of each term, and relativity are missing too. The main computed values are collected in the numerical output below.

Numbers as computed

```
Basis: 18 s and 11 p exponents per component, ratio 2.2, smallest 0.015 bohr^-2
Virial ratio -V/T of the quartet: 2.0000033
Mean radius 1s: 0.2662 angstrom
Mean radius 2s: 1.4776 angstrom
Mean radius 2p: 1.4928 angstrom
Q: -142.8250 eV
K12 (1s,2s): 0.7594 eV
K13 (1s,2p): 0.3738 eV
K23 (2s,2p): 1.8490 eV
G0(1s,2s) by quadrature: 0.7594 eV
G1(1s,2p) by quadrature: 1.1214 eV
G1(2s,2p) by quadrature: 5.5470 eV
Sum of exchange integrals: 2.9822 eV
Root R: 1.3252 eV
Parent-basis a: 1.2824 eV
Parent-basis |b|: 0.3339 eV
Quartet energy: -145.8071 eV
Lower doublet energy: -144.1501 eV
Upper doublet energy: -141.4998 eV
Quartet to lower doublet: 1.6570 eV = 0.060893 hartree
Doublet separation 2R: 2.6504 eV = 0.097400 hartree
Triplet-parent weight, lower doublet: 0.98386
Singlet-parent weight, lower doublet: 0.01614
Quartet coupling to 1s^2 2p: 0.0000 eV
Quartet coupling to 2s^2 2p: 0.0000 eV
Lower doublet coupling to 1s^2 2p: 5.5677 eV
Lower doublet coupling to 2s^2 2p: 0.3164 eV
Upper doublet coupling to 1s^2 2p: 3.6016 eV
Upper doublet coupling to 2s^2 2p: 0.3985 eV
Lower doublet shift, 1s^2 2p only: +0.5325 eV
Lower doublet shift, both configurations: +0.5314 eV
Lower doublet open-shell weight after mixing: 0.99115
Upper doublet shift, 1s^2 2p only: +0.2950 eV
Upper doublet shift, both configurations: +0.2930 eV
Upper doublet open-shell weight after mixing: 0.99347
Doublet separation after mixing: 2.4119 eV
1s-2s rotation angle: 0.05 rad
Lower doublet change on rotation: +0.6554 eV
Upper doublet change on rotation: +0.4346 eV
Li+ 1s^2 Hartree-Fock energy: -196.9127 eV
Quartet above Li+ 1s^2: 51.1055 eV
Lower doublet above Li+ 1s^2: 52.7625 eV
Upper doublet above Li+ 1s^2: 55.4129 eV
```
